# Why a Thin Aluminium Transducer Matters in Steady Micrometre-Spot Thermoreflectance on Silica

## The fact to be explained

A laser spot of about one micrometre delivers 0.10 mW to a silica surface. Without a metal film, and supposing that the bare surface absorbs all this power, the calculated steady temperature rise is 19.8 K. With 80 nm of aluminium on the surface, and the same absorbed power, it is 3.3 K. An analysis that used the second temperature but left out the film would assign the silica a conductivity of 8.3 W/(m K), although the calculation used 1.4 W/(m K).

The film is some thirteen times thinner than the spot radius, and heat crosses it with almost no temperature drop. Both facts are true, and neither permits the film to be ignored. Its effect comes from heat flowing sideways, and the length that governs this flow is not the film thickness but

$$
L=\frac{K}{k_s},\qquad K=k_f h .
$$

Here $h$ and $k_f$ are the film's thickness and conductivity, $k_s$ is the substrate conductivity, and $K$ is the sheet conductance. With the rough room-temperature value $k_f=160$ W/(m K),

$$
K=160\times 80\times10^{-9}=1.28\times10^{-5}\ \mathrm{W/K},\qquad
L=\frac{1.28\times10^{-5}}{1.4}\ \mathrm{m}=9.1\ \mu\mathrm{m}.
$$

The spot is much smaller than this length, so the film spreads the heat before most of it enters the silica.

## Heat balance in the film

The model has a laterally unlimited film on a thick, uniform substrate, Fourier conduction, perfect thermal contact and no loss from the top. Temperatures are rises above ambient. The film occupies $-h<z<0$ and the substrate $z>0$. The absorbed flux $p(r)$ enters at the top, and $q_s(r)$ is the flux from film to substrate.

Integrating the steady heat equation across the film gives

$$
k_f\int_{-h}^{0}\nabla_\parallel^2T\,dz
+k_f\left.\frac{\partial T}{\partial z}\right|_{0^-}
-k_f\left.\frac{\partial T}{\partial z}\right|_{-h}=0 .
$$

Flux towards positive $z$ is $-k_f\,\partial T/\partial z$. The second term is therefore $-q_s$ and the third is $+p$. If $h\ll w$ and $h\ll L$, where $w$ is the spot size defined below, $T$ hardly varies across the film and the first term becomes $K\nabla_\parallel^2T$:

$$
K\nabla_\parallel^2T-q_s+p=0 .
$$

For a circular pattern, use the transform pair

$$
\hat T(k)=2\pi\int_0^\infty T(r)J_0(kr)\,r\,dr,\qquad
T(r)=\frac1{2\pi}\int_0^\infty \hat T(k)J_0(kr)\,k\,dk .
$$

In the substrate, Laplace's equation and decay at depth give $\hat T(k)e^{-kz}$, so $\hat q_s=k_sk\hat T$. In the film, $\nabla_\parallel^2$ becomes $-k^2$. Hence

$$
\hat T(k)=\frac{\hat p(k)}{k_sk+Kk^2}
=\frac{\hat p(k)}{k_sk(1+kL)} .
$$

The two terms in the denominator are parallel paths: $k_sk$ takes heat down into the substrate, and $Kk^2$ takes it sideways through the film. They are equal at $kL=1$. For a pattern with $k=1/w$ and $w\approx1\ \mu$m, the film path is about nine times stronger. Fine temperature patterns are flattened by the film; patterns much wider than $L$ are controlled by the silica.

## What the probe reads

Let pump and probe be coaxial Gaussians with $1/e^2$ intensity radii $w_0$ and $w_1$. For absorbed power $Q$,

$$
p(r)=\frac{2Q}{\pi w_0^2}e^{-2r^2/w_0^2}.
$$

The integral $\int_0^\infty e^{-\alpha r^2}J_0(kr)r\,dr=e^{-k^2/(4\alpha)}/(2\alpha)$ with $\alpha=2/w_0^2$ gives $\hat p=Qe^{-k^2w_0^2/8}$. Averaging over the normalized probe supplies a second factor $e^{-k^2w_1^2/8}$. With

$$
w^2=\frac{w_0^2+w_1^2}{2},
$$

the product is $Qe^{-k^2w^2/4}$, and the measured rise is

$$
\Delta T=\frac{Q}{2\pi k_s}\int_0^\infty
\frac{e^{-k^2w^2/4}}{1+kL}\,dk .
$$

For the bare substrate, $L=0$ and the integral is $\sqrt\pi/w$, so

$$
\Delta T_0=\frac{Q}{2\sqrt\pi\,k_sw}.
$$

With the film, set $t=kw/2$ and $a=w/(2L)$. Then $dk=2\,dt/w$ and $1+kL=(a+t)/a$. Since $2a/w=1/L$,

$$
\Delta T=\frac{Q}{2\pi K}J(a),\qquad
J(a)=\int_0^\infty\frac{e^{-t^2}}{t+a}\,dt .
$$

$J(a)$, without a subscript, is this integral and not a Bessel function. To evaluate it, note that $\partial_a(t+a)^{-1}=\partial_t(t+a)^{-1}$ and integrate by parts:

$$
J'(a)=-\frac1a+2\int_0^\infty\frac{t\,e^{-t^2}}{t+a}\,dt
=\sqrt\pi-2aJ-\frac1a ,
$$

where the last step uses $t/(t+a)=1-a/(t+a)$. Multiplication by $e^{a^2}$ gives

$$
\frac{d}{da}\left(e^{a^2}J\right)=e^{a^2}\left(\sqrt\pi-\frac1a\right).
$$

Dawson's function $F(a)=e^{-a^2}\int_0^a e^{s^2}ds$ satisfies $(e^{a^2}F)'=e^{a^2}$, and the exponential integral satisfies $d\,\mathrm{Ei}(a^2)/da=2e^{a^2}/a$. Therefore

$$
J(a)=\sqrt\pi F(a)-\tfrac12e^{-a^2}\mathrm{Ei}(a^2)+Ce^{-a^2}.
$$

The constant follows from small $a$. Integrating the definition of $J$ by parts gives

$$
J=-\ln a+\int_0^\infty2te^{-t^2}\ln(t+a)\,dt
\;\to\;-\ln a-\frac{\gamma}{2},
$$

because $u=t^2$ turns the limiting integral into $\frac12\int_0^\infty e^{-u}\ln u\,du=-\gamma/2$, with $\gamma$ Euler's constant. Since $\mathrm{Ei}(a^2)\to\gamma+2\ln a$, the closed form has the same limit with $C=0$. The ratio to the bare rise is

$$
\frac{\Delta T}{\Delta T_0}=\frac{2aJ(a)}{\sqrt\pi}.
$$

## The example in numbers

Take $w_0=1.2\ \mu$m and $w_1=0.8\ \mu$m. Then $w=1.02\ \mu$m, $a=0.0558$ and $J=2.687$, so that

$$
\Delta T=\frac{10^{-4}}{2\pi(1.28\times10^{-5})}\times2.687\ \mathrm{K}=3.34\ \mathrm{K}.
$$

The bare value is 19.76 K and the ratio is 0.169. Ignoring the film means inserting 3.34 K into the bare formula, which gives an apparent conductivity $1.4/0.169=8.3$ W/(m K).

A finite-volume solution of the heat equation in $r$ and $z$, with the film at its real thickness, gives 3.348 K, 0.2% above the closed form. Refining its mesh moved the rise by 0.09%.

The same solution can separate the two roles of the film. With its in-plane conductivity set to zero and its cross-plane conductivity kept, the rise returns to 19.77 K. The small excess over the bare value is the drop across the film. The probe-averaged flux is

$$
\frac{Q}{2\pi}\int_0^\infty k\,e^{-k^2w^2/4}dk=\frac{Q}{\pi w^2},
$$

and multiplying by $h/k_f$ gives about 0.015 K, or 0.08% of the bare rise. Thinness makes this series resistance small. It does not make the parallel sideways path weak.

## Small spots: a logarithm replaces $1/w$

For $h\ll w\ll L$, the small-$a$ result gives

$$
\Delta T\approx\frac{Q}{2\pi K}\left[\ln\frac{2L}{w}-\frac\gamma2\right].
$$

A bare substrate heats as $1/w$ when the spot shrinks at fixed power. With the film, the rise grows only logarithmically while $w$ stays well above $h$, as for current spreading through a conducting sheet. Once $w$ is comparable with $h$, the thin-film formula fails and the rise grows faster again. The substrate enters through $L$ inside the logarithm, so a small spot reads mainly the film. In the example this limit gives 3.23 K, about 3% below the full result.

## Large spots: the film fades slowly

For $w\gg L$, expand $1/(t+a)=1/a-t/a^2+\cdots$ under the integral:

$$
J\approx\frac{\sqrt\pi}{2a}-\frac1{2a^2},\qquad
\frac{\Delta T}{\Delta T_0}\approx1-\frac{1}{\sqrt\pi\,a}
=1-\frac{2L}{\sqrt\pi\,w}.
$$

The correction falls only as $1/w$. For the same film and silica, the full formula gives:

| $w$ (µm) | $\Delta T/\Delta T_0$ | apparent $k_s$, W/(m K) |
|---:|---:|---:|
| 1 | 0.167 | 8.4 |
| 3 | 0.324 | 4.3 |
| 10 | 0.562 | 2.5 |
| 30 | 0.769 | 1.8 |
| 100 | 0.911 | 1.5 |

A spot equal to $L$ is thus far from safe. The film effect falls to 5% at $w=190\ \mu$m, or about $21L$.

Thinning the metal is no cure at a micrometre. A 5% effect at $w=1.02\ \mu$m would need $L=1.02/20.8=0.049\ \mu$m, hence $K=6.9\times10^{-8}$ W/K. At 160 W/(m K) that is 0.43 nm of aluminium, too thin to serve as a continuous film with that conductivity.

## What the spreading length means

It is tempting to read $L$ as an exponential decay length. A point source shows that it is not one. With $\hat p=Q$, write $1/(k+1/L)=\int_0^\infty e^{-s(k+1/L)}ds$ and use $\int_0^\infty e^{-ks}J_0(k\rho)\,dk=1/\sqrt{\rho^2+s^2}$. The surface temperature at radius $\rho$ is

$$
T(\rho)=\frac{Q}{2\pi K}\int_0^\infty
\frac{e^{-s/L}}{\sqrt{\rho^2+s^2}}\,ds .
$$

The heat still flowing outward in the film is $-2\pi\rho K\,dT/d\rho$. Dividing by $Q$, differentiating, and setting $x=\rho/L$ and $s=\rho u$ gives

$$
f(x)=\int_0^\infty\frac{\rho^2e^{-s/L}}{(\rho^2+s^2)^{3/2}}ds
=\int_0^\infty\frac{e^{-xu}}{(1+u^2)^{3/2}}du .
$$

Since $(1+u^2)^{-3/2}$ is the derivative of $u/\sqrt{1+u^2}$, integration by parts and $v=xu$ lead to

$$
f(x)=\int_0^\infty\frac{v\,e^{-v}}{\sqrt{x^2+v^2}}\,dv .
$$

Near the source $f\to1$: all the heat is in the film. Far away the root becomes $x$, and $f\to1/x$. The film still carries 54% of the heat at $L$, 28% at $3L$ and 10% at $10L$. Half has left by $1.17L=10.7\ \mu$m.

The tail is algebraic because the substrate is not a local heat sink. Heat that enters it at one place warms the surface elsewhere, which weakens the loss from the film further out. In practice, the formula requires a film that is continuous over many $L$; a small metal pad needs its own calculation.

## Consequences for the fitted conductivity

Define the logarithmic sensitivities $S_f=\partial\ln\Delta T/\partial\ln K$ and $S_s=\partial\ln\Delta T/\partial\ln k_s$. Since $a=wk_s/(2K)$,

$$
S_s=\frac{aJ'}{J},\qquad S_f=-1-\frac{aJ'}{J}
=-1+2a^2+\frac{1-\sqrt\pi\,a}{J}.
$$

They add to $-1$, because doubling both conductances halves the temperature. Here $S_f=-0.66$ and $S_s=-0.34$: the signal depends about twice as strongly on the aluminium as on the silica to be measured.

At a fixed measured rise, $S_f\,\delta\ln K+S_s\,\delta\ln k_s=0$, or

$$
\delta\ln k_s=-\frac{S_f}{S_s}\,\delta\ln K=-1.93\,\delta\ln K .
$$

For a finite error, solving the full formula again is better. If $K$ is taken 10% too high, the fit returns 1.15 instead of 1.40 W/(m K), an error of $-18\%$. This assumes that the absorbed power and the absolute temperature rise are known.

## What to do about it

**Keep the film in the model.** Under the stated conditions the closed form needs only two standard special functions.

**Determine $K$ separately.** If electrons carry the heat and the Wiedemann-Franz law holds, $k_f=\mathcal L T_0\sigma$, with $\sigma$ the electrical conductivity, $T_0$ the absolute temperature and $\mathcal L=\pi^2k_B^2/(3e^2)$. The electrical sheet resistance is $R_\square=1/(\sigma h)$, so

$$
K=\frac{\mathcal L T_0}{R_\square}.
$$

The example's $K$ corresponds to 0.57 ohm at 300 K. A four-point measurement on the same film then gives $K$ without separate values of $h$ and $k_f$. Heat carried by phonons, or a Lorenz number different from $\mathcal L$, would change the conversion. The difference can matter: handbook values for bulk aluminium near 300 K, about 237 W/(m K) and $2.73\times10^{-8}$ ohm m, give a Lorenz number 12% below $\mathcal L$. If the film behaved in the same way, using $\mathcal L$ would make $K$ 13% too high and the fitted $k_s$ about 23% too low.

**Vary the spot size.** For $h\ll w\ll L$ the logarithmic law gives $d\Delta T/d\ln w=-Q/(2\pi K)$, so the slope measures the film. For the example's film this window is narrow: the local slope gives a $K$ that is 6% too low at $w=0.3\ \mu$m and 8% too high at $1.02\ \mu$m, so the full model is the safer choice. For $w\gg L$ the rise approaches the bare value and measures the substrate, provided that the substrate is much thicker than $w$ and the heating is steady on that scale. At $w=190\ \mu$m, where the film effect is 5%, a 1 mm slide on a heat sink lowers the rise by about 8%, and modulation at only 2 Hz lowers its in-phase part by 28%. Such spots need a model that includes the slide thickness and the modulation. A joint fit with the full formula can separate $K$ and $k_s$ if the spots span both sides of the crossover and both the beam radii and the absorbed power are known. Without the absorbed power, only the ratio $K/k_s$ can be found.

**Check that the measurement is steady.** At modulation frequency $f_m$ the heat penetrates to $\delta=\sqrt{D/(\pi f_m)}$, where $D$ is the substrate diffusivity. In the substrate, $k$ is replaced by $\sqrt{k^2+q_0^2}$ with $q_0=(1+i)/\delta$. For $\delta\gg w,L$ the change comes from small $k$, where the film terms drop out. The integral for $\Delta T$ then changes by

$$
-\int_0^\infty\left(1-\frac{k}{\sqrt{k^2+q_0^2}}\right)dk=-q_0 ,
$$

and the in-phase rise falls by about $Q/(2\pi k_s\delta)$. At 100 Hz, $\delta=52\ \mu$m and this is 0.22 K, or 1.1% of the bare rise. A loss of similar size weighs more against the smaller rise with the film: the full calculation gives 5.3%. The leading estimate of the relative loss, $L/(\delta J)$, reaches 1% at $\delta\approx340\ \mu$m, or roughly 2 Hz.

## The model beside a real sample

The conductivities are rough typical values, and that of a real aluminium film depends on its grain size, purity and thickness. This matters for the fit: in the example above, a 10% error in $K$ produced an 18% error in $k_s$. The neglected effects were sized one at a time for the same spot. Finite film thickness raises the temperature by 0.17%, and an interface conductance of 100 MW/(m² K) raises it by 0.10%. Air above the film lowers it by 0.6%, a 1 mm slide on a heat sink by 0.2%, and black-body radiation by at most about 0.01%. A conductivity slope of 0.1% per kelvin in silica lowers it by at most about 0.1%, the value if all the silica were as warm as the measured spot. Of the effects sized, 100 Hz modulation is the largest, and all are small beside the 83% reduction caused by the film.

The small interface effect does not carry over to every substrate. On silicon, with a rough 140 W/(m K), the same film has $L=0.09\ \mu$m, barely more than its thickness, so the condition $h\ll L$ fails. The closed form would give a reduction of 9%, but it omits the temperature drop across the film, which is no longer negligible. For finite thickness and perfect contact, the factor $1/(1+kL)$ is replaced by $(1+\tau k_s/k_f)/(1+\tau k_f/k_s)$ with $\tau=\tanh kh$, and the reduction is only about 2%. With the same interface conductance $G$, however, the rise becomes 1.87 times the bare value. The relevant length $k_s/G$ is 14 nm for silica but 1.4 µm for silicon, which exceeds the spot size. On silica the film chiefly adds a sideways path; on silicon, in this example, the interface adds the dominant correction. The silicon figures assume Fourier conduction, which is only a rough guide at this spot size, because part of the heat in silicon is carried by phonons with free paths of a micrometre or more.

The remaining values are listed in the numerical output.

## Values computed for the example and the checks

```
film: thickness 80 nm, conductivity 160 W/(m K)
silica conductivity 1.40 W/(m K)
pump, probe radius 1.20, 0.80 um
effective radius w 1.0198 um; absorbed 0.10 mW
sheet conductance K 1.280e-05 W/K
spreading length L 9.143 um
a = w/(2L) 0.05577; J(a) 2.6869 (no unit)
rise without film 19.758 K
rise with film 3.341 K; ratio 0.1691
logarithmic small-spot estimate 3.230 K
apparent k_s if film ignored 8.28 W/(m K)
finite-volume rise, fine mesh 3.348 K
mesh shift coarse to fine -0.091 %
finite volume minus closed form 0.197 %
in-plane film conduction off: rise 19.774 K
  its difference from bare 0.081 %
cross-plane film drop / bare rise 0.077 %
heat still in film at  1 L: 53.89 %
heat still in film at  3 L: 27.72 %
heat still in film at 10 L: 9.73 %
  finite volume at 1.019 L: 53.52 %
  finite volume at 2.994 L: 27.76 %
  finite volume at 9.852 L: 9.87 %
radius where half the heat has left 1.170 L = 10.70 um
sensitivity to K -0.6584, to k_s -0.3416 (no unit)
error factor -S_f/S_s -1.927 (no unit)
K taken 10 % too high: k_s 1.153 W/(m K), error -17.7 %
w   1 um: rise ratio 0.1669, apparent k_s 8.387 W/(m K)
w   3 um: rise ratio 0.3242, apparent k_s 4.319 W/(m K)
w  10 um: rise ratio 0.5622, apparent k_s 2.490 W/(m K)
w  30 um: rise ratio 0.7694, apparent k_s 1.820 W/(m K)
w 100 um: rise ratio 0.9108, apparent k_s 1.537 W/(m K)
w for 5 % film effect 190.5 um = 20.83 L
silicon: k 140 W/(m K), L 0.0914 um
silicon rise ratio, perfect contact 0.9123
silicon rise ratio, with interface 1.8747
interface conductance 100 MW/(m^2 K)
k_s/G: silica 14.0 nm, silicon 1400 nm
Wiedemann-Franz sheet resistance at 300 K 0.573 ohm
air k 0.026 W/(m K); k_s(T) slope 0.10 %/K
heat capacity film, silica 2.40, 1.65 MJ/(m^3 K)
shift, finite film thickness: 0.167 %
shift, interface resistance: 0.100 %
shift, air conduction: -0.628 %
shift, black-body radiation (upper bound): -0.014 %
shift, 1 mm slide on heat sink: -0.233 %
shift, 100 Hz modulation, in-phase part: -5.310 %
shift, k_s(T), estimate: -0.114 %
100 Hz shift without film -1.107 %
thermal penetration depth at 100 Hz 52.0 um
```
